# Sampling the Scattering Angle of a Brooks–Herring Event

## 1. Isotropic scattering

Let an electron of wavenumber $k$ meet a scatterer that sends it with equal probability into every direction and leaves its energy unchanged. A Monte Carlo program must draw the angle $\theta$ between the old and the new wavevector. The probability of a direction is proportional to its solid angle, $\sin\theta\,d\theta\,d\phi$, so it is convenient to use

$$u=\frac{1-\cos\theta}{2}=\sin^2\frac{\theta}{2},\qquad du=\tfrac12\sin\theta\,d\theta. \tag{1}$$

As $\theta$ runs from $0$ to $\pi$, $u$ runs from $0$ to $1$, and equal intervals of $u$ hold equal solid angles. Isotropic scattering therefore has a uniform density in $u$. If $R$ is a random number distributed uniformly on $[0,1)$, we may set $u=R$, which gives

$$\cos\theta=1-2R. \tag{2}$$

The choice $\theta=\pi R$ would be wrong. It would put as many events into the narrow cone $\theta<\delta$ around the forward direction as into a band of angular width $\delta$ at the equator, although the band has much more solid angle.

A charged impurity favours small angles, so $u$ is no longer uniform. We need its density, the integral of that density, and the inverse of the integral.

## 2. The screened ion

We use Hartree atomic units, in which $\hbar$, the electron charge magnitude and the free-electron mass equal one. The band is spherical and parabolic, $E=k^2/(2m)$, with $m$ in free-electron masses. An ion of charge $Z$ in a medium of dielectric constant $\kappa$ gives the electron the potential energy

$$V(r)=-\frac{Z}{\kappa r}\,e^{-\beta r},\qquad \beta=\frac1\lambda. \tag{3}$$

The screening length $\lambda$ is an input here; a model of the mobile charge must supply it.

To leading order in $V$, the Born approximation, scattering from $\mathbf k$ to $\mathbf k'$ is governed by the Fourier transform at $\mathbf q=\mathbf k'-\mathbf k$. The angular part of the integral is $\int e^{-i\mathbf q\cdot\mathbf r}d\Omega_r=4\pi\sin(qr)/(qr)$, so

$$V(q)=\frac{4\pi}{q}\int_0^\infty rV(r)\sin(qr)\,dr
=-\frac{4\pi Z}{\kappa q}\,\mathrm{Im}\int_0^\infty e^{-(\beta-iq)r}dr. \tag{4}$$

The last integral is $1/(\beta-iq)=(\beta+iq)/(\beta^2+q^2)$, whose imaginary part is $q/(\beta^2+q^2)$. Hence

$$V(q)=-\frac{4\pi Z}{\kappa\,(q^2+\beta^2)}. \tag{5}$$

Screening keeps $V(q)$ finite at $q=0$. The rate contains $|V(q)|^2$, so at this order attractive and repulsive ions scatter alike.

## 3. From the golden rule to a density in angle

For plane waves normalized in a volume $\Omega$, one ion has the matrix element $V(q)/\Omega$. There are $N\Omega$ ions, where $N$ is their density. If their positions are random and independent, the phase factors of different ions average to zero for $q\neq0$, and the squared matrix elements add. With the sum over final states written as $\Omega\int d^3k'/(2\pi)^3$, all factors of $\Omega$ cancel:

$$\Gamma=2\pi N\int\frac{d^3k'}{(2\pi)^3}\,|V(q)|^2\,\delta(E'-E). \tag{6}$$

Spin is conserved, so final states of one spin are counted. The ion is treated as fixed and takes up no energy.

In the parabolic band $dE'=k'dk'/m$, hence $d^3k'=k'^2dk'\,d\Omega_{k'}=mk'\,dE'\,d\Omega_{k'}$. The delta function sets $k'=k$ and leaves

$$\Gamma=\frac{Nmk}{4\pi^2}\int |V(q)|^2\sin\theta\,d\theta\,d\phi. \tag{7}$$

With $k'=k$ the momentum transfer follows from the angle alone:

$$q^2=k^2+k^2-2k^2\cos\theta=2k^2(1-\cos\theta)=4k^2u. \tag{8}$$

Define the dimensionless number

$$a=\frac{4k^2}{\beta^2}=4k^2\lambda^2. \tag{9}$$

Then $q^2+\beta^2=\beta^2(1+au)$, and equation (5) gives

$$|V(q)|^2=\frac{16\pi^2Z^2\lambda^4}{\kappa^2}\,\frac{1}{(1+au)^2}. \tag{10}$$

Nothing in (10) depends on $\phi$, so the azimuth is uniform on $[0,2\pi)$ and independent of $\theta$. By (1), $\sin\theta\,d\theta=2\,du$. The density of $u$ is thus proportional to $(1+au)^{-2}$, with no further Jacobian factor. Its normalization needs

$$\int_0^1\frac{du}{(1+au)^2}=\frac1a\left(1-\frac1{1+a}\right)=\frac1{1+a}, \tag{11}$$

so that

$$p(u)=\frac{1+a}{(1+au)^2},\qquad 0\le u\le1. \tag{12}$$

The same integral gives the total rate. In (7) the solid-angle integral becomes $2\pi\cdot2\int du=4\pi\int du$, and

$$\Gamma=\frac{Nmk}{4\pi^2}\cdot4\pi\cdot\frac{16\pi^2Z^2\lambda^4}{\kappa^2}\cdot\frac1{1+a}
=\frac{16\pi NZ^2mk\lambda^4}{\kappa^2(1+a)}. \tag{13}$$

The rate decides how often an event occurs; the density (12) decides what happens in it. The quantities $N$, $Z$ and $\kappa$ enter the angle at most through $\lambda$.

## 4. Inverting the cumulative probability

The probability that a draw lies below $u$ is

$$F(u)=\int_0^u\frac{1+a}{(1+au')^2}\,du'
=\frac{1+a}{a}\left(1-\frac1{1+au}\right)=\frac{(1+a)u}{1+au}. \tag{14}$$

It rises from $F(0)=0$ to $F(1)=1$, and its derivative $p(u)$ is positive, so it has a unique inverse. Choose $u=F^{-1}(R)$. Since $F$ is increasing, $u\le x$ holds when $R\le F(x)$ and not otherwise. For a uniform $R$ the probability of $R\le F(x)$ is $F(x)$. The variable $u$ therefore has the required distribution.

To find the inverse, set $F(u)=R$ and collect the terms in $u$:

$$R(1+au)=(1+a)u\;\Rightarrow\;R=u\,(1+a-aR)\;\Rightarrow\;u=\frac{R}{1+a(1-R)}. \tag{15}$$

Because $\cos\theta=1-2u$,

$$\boxed{\;\cos\theta=1-\frac{2R}{1+a(1-R)},\qquad a=4k^2\lambda^2\;} \tag{16}$$

In this form $R=0$ is forward scattering and $R\to1$ is backscattering. Since $1-R$ is uniform whenever $R$ is, one may also use

$$\cos\theta=1-\frac{2(1-R)}{1+aR}. \tag{17}$$

Except at $R=\tfrac12$, the two forms assign different angles to the same random number, but they have the same distribution.

**The sine.** The new direction also requires $\sin\theta$. From (15),

$$1-u=\frac{1+a(1-R)-R}{1+a(1-R)}=\frac{(1+a)(1-R)}{1+a(1-R)}. \tag{18}$$

With $\sin^2\theta=(1-\cos\theta)(1+\cos\theta)=4u(1-u)$ this gives

$$\sin\theta=\frac{2\sqrt{(1+a)R(1-R)}}{1+a(1-R)}, \tag{19}$$

and division of $u=\sin^2(\theta/2)$ by $1-u=\cos^2(\theta/2)$ gives

$$\tan\frac\theta2=\sqrt{\frac{R}{(1+a)(1-R)}}. \tag{20}$$

Equation (19) is preferable to $\sqrt{1-\cos^2\theta}$ when $\theta$ is very small. Take $a=73.491$ and $R=10^{-15}$. Then $1-\cos\theta$ is about $2R/(1+a)=2.7\times10^{-17}$, too small to be resolved next to one in double precision. The computed cosine is one and the square root returns zero, whereas (19) returns $7.33\times10^{-9}$. So small an $R$ is rare, but the better formula costs nothing.

## 5. Weak and strong forward scattering

When $a\to0$, the wavelength is long compared with the screening length. The denominator in (16) tends to one and the isotropic rule (2) returns. The electron cannot resolve the shape of the potential, and $V(q)$ is nearly constant over the accessible range $0\le q\le2k$.

For general $a$, setting $R=\tfrac12$ in (20) gives the median angle:

$$\tan\frac{\theta_{1/2}}2=\frac1{\sqrt{1+a}}. \tag{21}$$

For $a\gg1$ this becomes $\theta_{1/2}\simeq2/\sqrt a=1/(k\lambda)$. Half the events then transfer less than about $q=k\theta_{1/2}\simeq\beta$, the momentum scale set by the screening length.

The large-angle tail remains. The probability of an angle above $90^\circ$, where $u=\tfrac12$, is

$$1-F(\tfrac12)=1-\frac{1+a}{2+a}=\frac1{2+a}. \tag{22}$$

It falls only as $1/a$.

The limit of no screening, $\lambda\to\infty$ at fixed $k$, is different in kind. The weight $1/q^4\propto1/u^2$ cannot be normalized on $0\le u\le1$, and (13) grows as

$$\Gamma\simeq\frac{4\pi NZ^2m\lambda^2}{\kappa^2k}. \tag{23}$$

There is no angle distribution to sample in that limit without some other cutoff. The divergence comes from ever more events with ever smaller deflections.

## 6. How much direction is lost

The mean loss of forward projection in one event is $L=\langle1-\cos\theta\rangle=2\langle u\rangle$. Substitute $s=1+au$, so that $u=(s-1)/a$ and $du=ds/a$:

$$L=\frac{2(1+a)}{a^2}\int_1^{1+a}\left(\frac1s-\frac1{s^2}\right)ds
=\frac{2(1+a)}{a^2}\left[\ln(1+a)-\frac{a}{1+a}\right]. \tag{24}$$

For small $a$ the bracket is $a^2/2$ to leading order, so $L\to1$, as isotropic scattering requires. For large $a$, $L\simeq2(\ln a-1)/a$.

Let $\mathbf n$ be the unit vector along $\mathbf k$. The angle is measured from $\mathbf n$, not from a fixed laboratory axis. Choose a fixed axis $\mathbf h$ that is not nearly parallel to $\mathbf n$, and form $\mathbf e_1=\mathbf n\times\mathbf h/|\mathbf n\times\mathbf h|$ and $\mathbf e_2=\mathbf n\times\mathbf e_1$. These are orthogonal unit vectors perpendicular to $\mathbf n$. With a second, independent uniform number $R'$ and $\phi=2\pi R'$,

$$\mathbf n'=\mathbf n\cos\theta+\sin\theta\,(\mathbf e_1\cos\phi+\mathbf e_2\sin\phi),\qquad \mathbf k'=k\,\mathbf n'. \tag{25}$$

The average over $\phi$ removes the transverse terms, and the average over $\theta$ leaves $\langle\mathbf n'\rangle=(1-L)\mathbf n$. Since $k$ is unchanged, the next event has the same $L$. After $j$ independent events the mean projection on the initial direction $\mathbf n_0$ is

$$\langle\mathbf n_j\cdot\mathbf n_0\rangle=(1-L)^j. \tag{26}$$

If events occur at the rate $\Gamma$, a short time $dt$ contains one with probability $\Gamma\,dt$, and that event removes the fraction $L$ of the mean projection. The projection thus decays at the momentum relaxation rate $\Gamma L$. From (13) and (24), with $a^2=16k^4\lambda^4$,

$$\Gamma L=\frac{2\pi NZ^2m}{\kappa^2k^3}\left[\ln(1+a)-\frac a{1+a}\right]. \tag{27}$$

This grows only logarithmically with $\lambda$ when $a$ is large, while $\Gamma$ grows as $\lambda^2$. Most of the additional events hardly turn the electron.

## 7. A worked example

Take the round model parameters $m=0.07$, $\kappa=12$, $Z=1$, $\lambda=10$ nm $=188.973$ bohr and $N=10^{17}$ cm$^{-3}=1.4818\times10^{-8}$ bohr$^{-3}$. At $E=100$ meV, $k=\sqrt{2mE}=0.022682$ bohr$^{-1}$, and

$$a=4\,(0.022682\times188.973)^2=73.49. \tag{28}$$

For $R=0.25$ the denominator of (16) is $1+73.491\times0.75=56.118$. Hence $u=0.25/56.118=0.004455$, $\cos\theta=0.99109$ and $\theta=7.65^\circ$. Other values of $R$ give:

| $R$ | $u$ | $\theta$ (deg) |
|---|---|---|
| 0.10 | 0.001489 | 4.42 |
| 0.50 | 0.013247 | 13.22 |
| 0.75 | 0.038714 | 22.69 |
| 0.90 | 0.107796 | 38.33 |
| 0.99 | 0.570634 | 98.12 |

Half the events deflect by less than $13.2^\circ$, yet by (22) a fraction $1/75.49$, or 1.3 percent, goes into the backward hemisphere.

The total rate from (13) is

$$\Gamma=\frac{16\pi(1.4818\times10^{-8})(0.07)(0.022682)(188.973)^4}{144\times74.491}=1.406\times10^{-4}, \tag{29}$$

in atomic units, or $5.81\times10^{12}$ s$^{-1}$. Equation (24) gives $L=0.0917$, so $1/L$ is about 11 events.

The rare large deflections matter for this loss. Since $u$ increases with $R$, the tenth of events with $R>0.9$ contributes at least $0.1\times2\times0.1078=0.0216$ to $L$, more than 23 percent. The half with $R<0.5$ contributes at most $0.5\times2\times0.01325=0.0132$, less than 15 percent. These bounds are crude; the integral in (24) taken over the two ranges gives shares of 61 and 5.6 percent. Cutting off the tail of the distribution would therefore make momentum relaxation too slow.

Equation (26) can be seen at work by applying (16), (19) and (25) repeatedly to 200,000 directions that start along one axis. After one, five and ten events the sample means of the projection are $0.9082\pm0.0005$, $0.6180\pm0.0009$ and $0.3822\pm0.0011$, with one standard error quoted. The values of $(1-L)^j$ are $0.9083$, $0.6182$ and $0.3822$.

The same formulas at three energies give:

| Quantity | 25 meV | 100 meV | 400 meV |
|---|---|---|---|
| $a$ | 18.4 | 73.5 | 294 |
| median $\theta$ (deg) | 25.6 | 13.2 | 6.7 |
| $L$ | 0.231 | 0.092 | 0.032 |
| $\Gamma$ ($10^{12}$ s$^{-1}$) | 11.2 | 5.81 | 2.94 |
| $\Gamma L$ ($10^{12}$ s$^{-1}$) | 2.59 | 0.533 | 0.094 |
| $Zm/(\kappa k)$ | 0.51 | 0.26 | 0.13 |

From 25 to 400 meV, $k$ grows fourfold. The total rate falls by a factor of 3.8, close to the $1/k$ law of (23). The momentum relaxation rate falls by a factor of 27.5. The factor $k^{-3}$ in (27) alone would give 64, but the bracket grows with $a$ and offsets part of the fall.

## 8. Conditions on the formula

Equation (16) samples the Born distribution of the potential (3); it cannot correct that distribution. One guide is the last row of the table. The Coulomb energy at distance $1/k$ is $Zk/\kappa$, and its ratio to $k^2/m$, twice the kinetic energy, is $Zm/(\kappa k)$. A small ratio favours the Born approximation. The value 0.51 at 25 meV is not small. The ratio itself is not an estimate of the error. An exact partial-wave solution for the potential (3) changes $\Gamma L$ by about $+18$ percent for an attractive ion and $-30$ percent for a repulsive one at 25 meV, by $+6$ and $-11$ percent at 100 meV, and by $+2$ and $-3$ percent at 400 meV. The angles are less sensitive: at 100 meV the median moves by about $0.2^\circ$, and $L$ becomes $0.096$ or $0.089$. The guide applies when $k\lambda$ is large. For small $k\lambda$ the relevant number is the strength $2mZ\lambda/\kappa$, which must be small. It is 2.2 in the example, enough for the attractive ion to bind a state; at $a=0.04$ the scattering is still nearly isotropic, but the exact rate is about 4.6 times (13) for attraction and 0.26 times (13) for repulsion.

The angle formula does not need a parabolic band. For any spherical band in which $E(k)$ increases with $k$, energy conservation still gives $k'=k$, and the density of states is a constant factor over the sphere. Equation (16) holds with the actual $k$ at the given energy, while $mk$ in (13) is replaced by $k^2/(dE/dk)$. The change can be large: for $E(1+\alpha E)=k^2/(2m)$ with $\alpha=0.61$ eV$^{-1}$, a size typical of a semiconductor with this mass, $a$ at 400 meV is 366 instead of 294 and $\Gamma$ is about a third larger, so that column of the table describes the parabolic model only. On an ellipsoidal energy surface $|\mathbf k'|$ depends on direction, (8) fails, and (16) cannot be used unchanged.

We have also set the overlap of the periodic parts of the initial and final Bloch states to one. Suppose instead that $|V(q)|^2$ is multiplied by a factor $G(u)$ between zero and one. One can draw $u$ from (15) and accept it with probability $G(u)$, since accepted values then have a density proportional to $p(u)G(u)$. If the event times were generated with the rate (13), a rejected draw leaves $\mathbf k$ unchanged. Events with outcome in $du$ then occur at the rate $\Gamma p(u)G(u)\,du$, as they should.

Finally, correlated ion positions leave interference terms that depend on $\mathbf q$. They change the angular weight as well as the total rate, and (12) must then be replaced. The picture of separate events at a sharp energy also needs $\Gamma\ll E$ and a free path long compared with the wavelength and the ion spacing. At 25 meV in the example this is marginal: $\Gamma/E=0.29$ and the free path is 32 nm, against a wavelength of 29 nm and a spacing $N^{-1/3}$ of 22 nm. At 100 meV, $\Gamma/E=0.04$ and the free path is 122 nm.
